# Parabolic to Cubic Oxide Growth Through Widening Columnar Grains

**Q.** I know two ways to explain an oxide scale that grows more slowly than a parabola: something blocks the supply, or the grains coarsen and remove fast paths. You claim that neither is needed. What is fixed in your picture?

**A.** The grain structure is fixed once it has formed. Let $y$ be the depth below the gas surface and $X(t)$ the scale thickness. Oxygen moves inward and new oxide forms at the metal side, $y=X$. Oxide already present stays at its depth and keeps its column width

$$d(y)=d_0+ay .$$

Here $d$ is the square root of the mean column area in a horizontal section, $d_0$ its value at the gas surface, and $a$ a dimensionless widening rate. Time enters through $X$ alone: a thicker scale includes deeper, wider columns.

**Q.** Wider columns mean fewer boundaries. How many, and how much area do they offer?

**A.** By dimensions, boundary length per unit area is $g/d$. A square column of side $d$ has perimeter $4d$, each side shared by two columns, so the length per area is $2d/d^2=2/d$ and $g=2$. Computed random patterns of 3000 Voronoi cells give 2.00, with a scatter of about 0.004 between samples, and regular hexagons give 1.861. I use $g=2$. With boundary thickness $\delta$, the conducting area fraction is $g\delta/d$.

**Q.** Now the flux. Which potential drives it, and what have you assumed about the electrons?

**A.** The oxygen ion carries charge $-2e$, so its driving force is the gradient of its electrochemical potential $\eta_{\rm ion}$. Neutral oxygen has $\mu_O=\eta_{\rm ion}-2\eta_e$. If electrons move easily enough, $\eta_e$ is nearly flat and the gradients of $\eta_{\rm ion}$ and $\mu_O$ agree. I assume this, and also that no metal ions move outward.

Let $c_O$ be the oxygen concentration of the oxide and $D_b$ the oxygen self-diffusion coefficient in the boundaries, defined with that concentration. Velocity is mobility $D_b/k_BT$ times force $-d\mu_O/dy$. Multiplying by concentration and area fraction gives the inward flux per unit scale area:

$$J=-c_O\,\frac{g\delta D_b}{d(y)}\,\frac{1}{k_BT}\frac{d\mu_O}{dy}.$$

It is positive because $\mu_O$ falls from gas to metal.

**Q.** But $D_b$ depends on the local oxygen potential, which varies by a huge amount across the scale. Surely that spoils any simple thickness law?

**A.** It does not, provided $D_b$ depends on depth only through $\mu_O$. When little mobile oxygen is stored in the scale, $J$ is the same at every depth. Multiply by $d(y)\,dy$:

$$J\,d(y)\,dy=-c_O\,g\delta\,\frac{D_b(\mu_O)}{k_BT}\,d\mu_O .$$

The left side contains only depth, the right side only potential. Integrate from the gas, $\mu_g$, to the metal, $\mu_m$, and reverse the limits on the right to absorb the minus sign:

$$J\int_0^X d(y)\,dy=c_OK,\qquad K=g\delta\int_{\mu_m}^{\mu_g}\frac{D_b}{k_BT}\,d\mu_O .$$

With temperature and both end potentials fixed, $K$ is constant. It has the dimensions of volume per time.

**Q.** Show me $K$ for a definite diffusion law.

**A.** Suppose oxygen moves by doubly charged vacancies compensated by electrons. Forming a vacancy releases half an oxygen molecule and two electrons, so mass action gives $[V]n^2p^{1/2}=\text{constant}$. Neutrality gives $n=2[V]$, hence $[V]\propto p^{-1/6}$. I take this law for the boundaries:

$$D_b=D_i(p/p_m)^{-1/6},$$

where $p_m$ is the equilibrium oxygen pressure at the metal and $D_i$ the diffusivity there. Since $\mu_O=\text{constant}+\tfrac12k_BT\ln p$, define $q=\ln(p/p_m)$, so that $d\mu_O/k_BT=dq/2$. Then

$$K=\frac{g\delta D_i}{2}\int_0^{q_g}e^{-q/6}dq
=3g\delta D_i\left(1-e^{-q_g/6}\right).$$

The factor 3 is the 6 from the integral times the $1/2$ from the diatomic gas.

As a test of the separation argument, the local flux equation was integrated through an 8 µm scale with the example's parameters below and the growth rate fixed by $K$. Starting at the gas value $q_g=62.58$, it reached the metal side with $|q|<10^{-10}$, where the boundary condition requires zero.

**Q.** Very well. How does a flux become a growth law?

**A.** Each unit volume of new oxide needs $c_O$ of oxygen, so $c_O\,dX/dt=J$. The width integral is

$$\int_0^X(d_0+ay)\,dy=d_0X+\frac{aX^2}{2},$$

and therefore

$$\frac{dX}{dt}=\frac{K}{d_0X+aX^2/2}
=\frac{K}{X\,\bar d},\qquad \bar d=d_0+\frac{aX}{2}.$$

The mean width $\bar d$ controls the rate, because the local resistance is proportional to $d$ and all depths are in series. The width at the growth front, $d_0+aX$, would give too low a rate.

Separate variables and integrate from $X=0$ at $t=0$:

$$\int_0^X\left(d_0X'+\frac{aX'^2}{2}\right)dX'=Kt
\quad\Longrightarrow\quad
\frac{d_0X^2}{2}+\frac{aX^3}{6}=Kt .$$

For a thin scale the first term dominates and $X^2\simeq2Kt/d_0$: parabolic growth. For a thick scale the second dominates and $X^3\simeq6Kt/a$: cubic growth. Setting $a=0$ removes the crossover.

**Q.** Two limits do not tell me where the change happens. Is there a sharp crossover thickness?

**A.** There is a natural midpoint, but the change is broad. Define the local exponent $n=d\ln t/d\ln X=(X/t)\,dt/dX$ and put $u=aX/d_0$. From the two growth equations,

$$n=\frac{X(d_0X+aX^2/2)}{d_0X^2/2+aX^3/6}
=\frac{1+u/2}{1/2+u/6}
=\frac{6+3u}{3+u}
=2+\frac{u}{3+u}.$$

The second form follows on dividing numerator and denominator by $d_0X^2$. The midpoint $n=2.5$ requires $u=3$, so

$$X_*=\frac{3d_0}{a}.$$

Inserting this thickness in the growth law,

$$Kt_*=\frac{d_0}{2}\frac{9d_0^2}{a^2}+\frac a6\frac{27d_0^3}{a^3}
=\frac{9d_0^3}{a^2},\qquad t_*=\frac{9d_0^3}{a^2K}.$$

The two terms are equal at this point. For $n=2.1$ one needs $u=1/3$; for $n=2.9$, $u=27$. The thickness changes by a factor of 81 between them, and the time by about $5.9\times10^4$. A short experiment would see a nearly constant exponent between 2 and 3.

**Q.** You assumed steady flux although the front moves. Could the neglected transient be what decides the exponent?

**A.** Stored mobile oxygen delays the front, so its size matters. A moving-front diffusion calculation with constant diffusivity and uniform storage capacity was run from $u=0.1$ to $u=6$. Let $s$ be the mobile oxygen held at the gas-side potential, above that at the metal side, divided by the oxygen bound in the same oxide volume. Relative to the steady-flux law, the final thickness was lower by 0.147% for $s=0.01$ and by 0.293% for $s=0.02$. The error is proportional to $s$ in this range.

For the example below, an assumed defect fraction of $10^{-3}$ inside the boundaries gives $s\approx7\times10^{-6}$ when multiplied by the boundary area fraction at the surface. Scaling the computed loss to that value gives about $10^{-4}\%$.

**Q.** There is a geometrical problem too. If columns widen, some must end, and their boundaries merge. Your potential is uniform across each horizontal plane. Why should it be?

**A.** It is an approximation. Connected boundary walls help to level the potential sideways, but they need not do so perfectly. A severe case is a network whose branches merge at random and have no other sideways links. Branches at the same depth then have different histories and different potentials.

Such a network was computed from 200,000 initial branches, with their number falling as $1/(1+u)$. Its resistance exceeded the uniform-potential value by about 12% at $u=3$ and 16% at $u=300$. Between $u\approx100$ and $u=300$ it varied as $X^{1.99}$. Since $dX/dt$ is inversely proportional to resistance, a resistance proportional to $X^2$ gives $X^3\propto t$. In this network, merging changes the prefactor and leaves the cubic limit in place. The size of the excess depends on how branches are counted. A number falling as $1/(1+u)$ describes boundaries in a two-dimensional section. If walls fall in number as $1/(1+u)^2$ while each lengthens as $1+u$, as for columns in three dimensions, the excess is about 22% at $u=3$ and roughly 30% near $u=100$.

Boundary tilt is a smaller correction. A wall at angle $\theta$ to the vertical carries less flux by the factor $\cos\theta$: the gradient along it is reduced by $\cos\theta$, while its wider horizontal trace cancels the projection of the flux. If the two opposite walls of a column share its widening equally, $\tan\theta=a/2$, and $a=0.15$ gives a loss of 0.28%. Walls beside columns that end may lean more, so this is only an estimate.

**Q.** As the columns widen, the boundaries become scarce. Will oxygen not eventually go through the grains?

**A.** Yes. With lattice diffusion present, any cubic regime is only an intermediate one. Let $D_L$ be the lattice diffusivity, with the same potential dependence as $D_b$, and define

$$d_L=\frac{g\delta D_b}{D_L}.$$

This is the column width at which the two paths carry equal flux. Their conductances add, so $1/d$ is replaced by $1/d+1/d_L$. The width integral becomes

$$R(X)=\int_0^X\frac{dy}{1/d+1/d_L}
=\int_0^X\frac{d\,d_L}{d+d_L}\,dy
=d_L\int_0^X\left(1-\frac{d_L}{d+d_L}\right)dy .$$

Since $d+d_L=d_0+d_L+ay$, the last term integrates to a logarithm:

$$R(X)=d_L\left[X-\frac{d_L}{a}\ln\left(1+\frac{aX}{d_0+d_L}\right)\right],
\qquad \frac{dX}{dt}=\frac{K}{R(X)}.$$

At very large $X$ the logarithm grows more slowly than $X$, so $R\simeq d_LX$ and $X^2\simeq2Kt/d_L$. Growth is parabolic again, now through the lattice. A clear cubic interval needs $d_L\gg d_0$. With $d_L=10d_0$ the exponent peaks at only 2.49 before returning towards 2.

There is a limitation at the thin end as well. The formula $dX/dt=K/(d_0X+aX^2/2)$ gives an unlimited rate as $X\to0$. In a very thin scale an interface reaction must therefore take over, and while it alone sets a constant rate, growth is linear.

**Q.** Put numbers in. Does the crossover fall at a thickness anyone could grow?

**A.** Take round values in the rough regime of alumina scales on iron-chromium-aluminium heating alloys: $T=1473$ K, $d_0=0.30$ µm, $a=0.15$, $\delta=1$ nm and $D_i=1.0\times10^{-11}$ cm²/s. The oxygen pressures are 150 Torr at the gas and $10^{-25}$ Torr at the metal. The latter is a round low figure, corresponding to an aluminium activity of about 0.3. An activity of $10^{-3}$ would give about $2\times10^{-22}$ Torr, which leaves $K$ practically unchanged at given $D_i$ but lowers the voltage quoted below from 1.99 to about 1.7 V. The exponential in $K$ is then negligible, and

$$K\simeq3(2)(10^{-7}\ {\rm cm})(10^{-11}\ {\rm cm^2/s})
=6.0\times10^{-18}\ {\rm cm^3/s}=0.0216\ {\rm \mu m^3/h}.$$

The midpoint is

$$X_*=\frac{3(0.30)}{0.15}=6.0\ {\rm \mu m},\qquad
t_*=\frac{9(0.30)^3}{(0.15)^2(0.0216)}=500\ {\rm h}.$$

There the mean width is 0.75 µm and the front width 1.20 µm. Solving the mixed growth law gives:

| Time (h) | Thickness (µm) | Exponent |
|---:|---:|---:|
| 10 | 1.10 | 2.16 |
| 100 | 3.08 | 2.34 |
| 1000 | 7.89 | 2.57 |
| 10000 | 18.7 | 2.76 |

Extending the initial parabola to 1000 h would give

$$X=\sqrt{\frac{2(0.0216)(1000)}{0.30}}=12.0\ {\rm \mu m},$$

about 52% above the mixed-law result.

**Q.** So the midpoint is accessible. Is the cubic law itself?

**A.** Hardly, for these parameters. With $K$ held constant, an exponent of 2.9 requires 54 µm and $2.0\times10^5$ h, about 23 years. Lattice leakage is not the obstacle: with $D_L=10^{-17}$ cm²/s at the metal side, $d_L=2000$ µm. The lattice carries 0.06% of the flux at the front when $X=X_*$. The calculated exponent peaks at 2.97, but at about 400 µm.

Aluminium supply rules out that peak. A sheet 1 mm thick with 5 wt% aluminium, oxidized on both faces, could form at most about 86 µm of alumina per face even if all its aluminium were used. Reaching 54 µm would already take about 63% of it. The scale at 1000 h uses 9% of that supply. Losing aluminium also raises the oxygen pressure at the metal. In the vacancy law above this lowers $K$ as the scale thickens, so a depleting sheet shows a higher exponent for a reason unrelated to column width. If the aluminium stays evenly spread and its activity is proportional to what is left, $K$ varies as the $2/9$ power of that activity. The exponent for this sheet is then 2.58 instead of 2.57 at 7.9 µm, reaches 2.9 at about 28 µm, and is 3.1 at 54 µm.

**Q.** And what would a real alumina scale do to your assumptions?

**A.** The micrometre thickness after 100 h is of the right rough order for such alloys, but $D_i$ was chosen to place the example there, so this is no confirmation. Boundary diffusivities vary strongly with composition and doping, and $t_*$ varies as $1/K$. Real scales can also grow partly outward, which breaks the assumption of immobile metal ions. Suppose a constant fraction $f$ of the thickness forms at the gas side as columns of width $d_0$, with the total rate constant $K$ unchanged. The width integral is then $d_0X+a(1-f)^2X^2/2$. For $f=0.10$, the crossover moves from 6.0 to 7.4 µm and the thickness at 1000 h from 7.89 to 8.25 µm. Columns 10% wider at every depth would instead give 7.60 µm.

Electron transport needs its own condition. The oxygen-potential difference across the scale, divided by the charge $2e$ per oxygen, is $(k_BT/4e)q_g=1.99$ V. This is the chemical driving force in electrical units, so dividing it by the thickness does not give the electric field in the oxide. If all of it were spent on moving electrons, carrying the growth current at 100 h would take an electronic conductivity of about $1.3\times10^{-9}$ S/cm. This figure is only a floor. In the vacancy law $K$ comes from the first few units of $q$ near the metal, so the electronic conductivity must far exceed the ionic conductivity there, about $9\times10^{-9}$ S/cm at 100 h. A uniform value of $1.3\times10^{-8}$ S/cm still lowers the rate by 28%, and $1.3\times10^{-7}$ S/cm by 4%. If the conductivity falls towards the gas as $p^{-1/6}$ from these metal-side values, the losses are 51% and 9%. Nothing here shows that a given alumina scale meets this condition, so its conductivity has to be checked separately. If electrons moving through the grains were limiting instead, their resistance would grow as $X$ and favour parabolic growth.

Cooling adds a mechanical limit. For an assumed expansion mismatch of $5\times10^{-6}$ K⁻¹, cooling to 298 K gives a strain of 0.59%. With a Young's modulus of 380 GPa and Poisson ratio of 0.25, a 6 µm scale stores about 105 J/m² if nothing relaxes. For an assumed interface toughness of 100 J/m², the energy condition for spalling is met at 5.7 µm, close to the crossover. The growth law therefore applies most safely to uninterrupted isothermal exposure.

**Q.** If I measure an exponent near 3, may I at least conclude that widening with depth is the cause?

**A.** No, because coarsening in time can give the same exponent. Let all columns have the same width $d=bt^{1/3}$ at every depth. Then

$$X\frac{dX}{dt}=\frac{K}{b}t^{-1/3}
\quad\Longrightarrow\quad
\frac{X^2}{2}=\frac{3K}{2b}t^{2/3},$$

so $X=(3K/b)^{1/2}t^{1/3}$, which is also cubic growth.

The microstructure separates the two cases. Compare sections of the same alloy oxidized for different times under the same conditions, and measure column width at a fixed depth below the original gas surface. In the frozen structure that width stays the same while wider columns appear deeper down. With coarsening, it increases at the fixed depth. Both can occur together, so the widths must be followed in depth and time before the exponent is assigned to either.

## Values computed for the example and the checks

```
Surface width 0.30 um; widening 0.15 um/um
Boundary thickness 1.0 nm; temperature 1473 K
Metal-side D: boundary 1.0e-11, lattice 1.0e-17 cm2/s
Oxygen pressure: gas 150, metal 1.0e-25 Torr
g: square 2.000, hexagon 1.861, random 1.999
ln(gas pressure/metal pressure) 62.58
K = 0.02160 um3/h = 6.000e-18 cm3/s
Crossover thickness 6.00 um; time 500.0 h
At crossover: mean width 0.75, front 1.20 um
t     1 h: X 0.368 um, exponent 2.058
t    10 h: X 1.103 um, exponent 2.155
t   100 h: X 3.084 um, exponent 2.339
t  1000 h: X 7.887 um, exponent 2.568
t 10000 h: X 18.702 um, exponent 2.757
Early parabola extrapolated to 1000 h 12.00 um
Exponent 2.1: X 0.667 um, t 3.43 h
Exponent 2.9: X 54.0 um, t 2.025e+05 h
Time ratio between those exponents 5.905e+04
Layer-sum time / formula time 1.00000000
Shot ln(p/p_metal) at metal side -6.5e-12
Thickness loss at storage 0.01: 0.147 %
Thickness loss at storage 0.02: 0.293 %
Assumed boundary defect fraction 1.0e-03
Example stored fraction 6.7e-06; loss 9.8e-05 %
Merging resistance ratio at u=3: 1.115
Merging resistance ratio at u=300: 1.156
Late merging resistance power of X: 1.989
Lattice tie width dL 2000 um
Lattice share at crossover front 0.060 %
Peak exponent with lattice 2.971 at X 403 um
Peak exponent if dL = 10 d0: 2.488
Final exponent with lattice 2.002 at X 1.0e+08 um
Late exponent for time-coarsening grains 3.000
Boundary tilt flux loss 0.28 %
10% wider columns: X at 1000 h 7.60 um
10% outward growth: X at 1000 h 8.25 um
10% outward growth: crossover 7.41 um
At 100 h: oxide voltage 1.99 V, mean field 0.0064 MV/cm
At 100 h: electronic conductivity scale 1.3e-09 S/cm
Sheet 1.0 mm, Al 5 wt%: limit 86.1 um
Al used at 1000 h 9.2 %
Cooling strain 0.59 %
Cooling energy at crossover 105 J/m2
Spall thickness for 100 J/m2 toughness 5.7 um
```
